\section*{Surface temperature of a solid under constant heating, from flash to spike}

Anyone who calculates the activation or diffusion of implanted dopants during a short anneal must first decide what temperature to give the implanted layer, and therefore whether the wafer behaves as a very deep solid or as a thin plate. Suppose that the absorbed power is constant. In a deep solid the heated region grows while the lamp is on, and the surface temperature rises as the square root of time. In a thin plate the whole thickness warms together, and the rise is proportional to time. For a given heating time, the two descriptions in general require different lamp powers to reach the same peak temperature.

Take first the deep solid. It fills the region $x\ge 0$ and is at a uniform temperature when heating begins at $t=0$. Let $\theta(x,t)$ be the temperature rise above that starting value, and let $j(x,t)$ be the heat flux, counted positive towards larger $x$. The surface takes up a constant power per unit area $q$. This is the net flux: reflected light, and heat lost from the surface by radiation or to the gas, have already been subtracted. The illumination is uniform over lateral distances much larger than the heated depth, so that heat flows along $x$ alone. The light is absorbed in a layer much thinner than the heated depth, so that it can be treated as entering at $x=0$. The conductivity $\kappa$, density $\rho$ and specific heat $c$ are constants, and nothing melts. Under these conditions the surface rise will be found to be
\begin{equation}
\theta(0,t)=2q\sqrt{\frac{t}{\pi\kappa\rho c}} .
\label{main}
\end{equation}

Consider a layer between $x$ and $x+dx$, of unit area. Its stored heat increases at the rate $\rho c\,\theta_t\,dx$, where subscripts denote derivatives. Heat enters at the rate $j(x,t)$ and leaves at the rate $j(x+dx,t)$, so the net gain is $-j_x\,dx$. Together with Fourier's law this gives
\begin{equation}
\rho c\,\theta_t=-j_x,\qquad j=-\kappa\,\theta_x .
\label{balance}
\end{equation}
Inserting the second relation in the first gives the heat equation
\begin{equation}
\theta_t=\alpha\,\theta_{xx},\qquad \alpha=\frac{\kappa}{\rho c},
\end{equation}
with $\alpha$ the thermal diffusivity. The surface condition prescribes the flux, not the temperature, so it is convenient to find the flux first. Differentiating Fourier's law with respect to time, and then using the energy balance, we get
\begin{equation}
j_t=-\kappa\,\partial_x\theta_t
=-\kappa\,\partial_x\!\left(-\frac{j_x}{\rho c}\right)=\alpha\,j_{xx}.
\label{fluxeq}
\end{equation}
The flux thus obeys the same equation as the temperature, with the conditions $j(0,t)=q$ for $t>0$, $j(x,0)=0$ for $x>0$, and $j\to0$ as $x\to\infty$.

Because the problem is linear, $j/q$ does not depend on $q$. It is a pure number and can depend only on a dimensionless combination of $x$, $t$ and $\alpha$. Since $\alpha$ has the dimension of length squared per time, that combination is $x/\sqrt{\alpha t}$ or a function of it. We therefore write
\begin{equation}
j=q\,F(u),\qquad u=\frac{x}{2\sqrt{\alpha t}} ,
\end{equation}
where the factor 2 is a convenience. The derivatives of $u$ are $u_x=1/(2\sqrt{\alpha t})$ and $u_t=-u/(2t)$, so that
\begin{equation}
j_t=-\frac{q\,u}{2t}F'(u),\qquad
\alpha j_{xx}=\alpha q\,\frac{F''(u)}{4\alpha t}=\frac{q}{4t}F''(u).
\end{equation}
Equating the two and multiplying by $4t/q$ leaves an ordinary differential equation,
\begin{equation}
F''+2uF'=0 .
\end{equation}
It is of first order in $F'$ and gives $F'=C e^{-u^2}$. The condition at the surface is $F(0)=1$, hence $F(u)=1+C\int_0^u e^{-s^2}ds$. Both the initial condition and the condition at great depth correspond to $u\to\infty$, and both require $F(\infty)=0$. Since $\int_0^\infty e^{-s^2}ds=\sqrt\pi/2$, the constant is $C=-2/\sqrt\pi$, and
\begin{equation}
j(x,t)=q\,\mathrm{erfc}(u),\qquad
\mathrm{erfc}(u)=\frac{2}{\sqrt\pi}\int_u^\infty e^{-s^2}ds .
\label{flux}
\end{equation}

The temperature follows by integrating $\theta_x=-j/\kappa$ inwards from infinity, where the rise vanishes. With $x'=2\sqrt{\alpha t}\,v$,
\begin{equation}
\theta(x,t)=\frac1\kappa\int_x^\infty j(x',t)\,dx'
=\frac{2q\sqrt{\alpha t}}{\kappa}\int_u^\infty\mathrm{erfc}(v)\,dv .
\end{equation}
The last integral is done by parts, using $\mathrm{erfc}'(v)=-2e^{-v^2}/\sqrt\pi$:
\begin{align}
\int_u^\infty\mathrm{erfc}(v)\,dv
&=\bigl[v\,\mathrm{erfc}(v)\bigr]_u^\infty
+\frac{2}{\sqrt\pi}\int_u^\infty v\,e^{-v^2}dv \nonumber\\
&=\frac{e^{-u^2}}{\sqrt\pi}-u\,\mathrm{erfc}(u)\equiv\mathrm{ierfc}(u).
\end{align}
The upper boundary term vanishes because $\mathrm{erfc}(v)$ falls off as fast as $e^{-v^2}/v$. The complete profile is therefore
\begin{equation}
\theta(x,t)=\frac{2q\sqrt{\alpha t}}{\kappa}\,
\mathrm{ierfc}\!\left(\frac{x}{2\sqrt{\alpha t}}\right).
\label{profile}
\end{equation}
At the surface $\mathrm{ierfc}(0)=1/\sqrt\pi$, and
\begin{equation}
\frac{\sqrt\alpha}{\kappa}=\frac{1}{\kappa}\sqrt{\frac{\kappa}{\rho c}}
=\frac{1}{\sqrt{\kappa\rho c}},
\end{equation}
which turns (\ref{profile}) into (\ref{main}).

This profile does satisfy the original problem. From its definition as an integral of $j$, and from (\ref{fluxeq}), $\rho c\,\theta_t=(\rho c/\kappa)\int_x^\infty\alpha j_{xx}dx'=-j_x$, which is the energy balance. As $t\to0$ both $\sqrt t$ and, at fixed $x>0$, the function $\mathrm{ierfc}$ go to zero, so the rise starts from zero. Nor is there a second solution that decays fast enough at depth for the integrals below to exist and the boundary term there to vanish. The difference $w$ of two such solutions would obey $w_t=\alpha w_{xx}$ with $w_x(0,t)=0$ and $w(x,0)=0$, and integration by parts would give
\begin{equation}
\frac{d}{dt}\int_0^\infty w^2dx
=2\alpha\bigl[w\,w_x\bigr]_0^\infty-2\alpha\int_0^\infty w_x^2\,dx
=-2\alpha\int_0^\infty w_x^2\,dx\le0 .
\end{equation}
An integral that starts at zero, cannot be negative and cannot grow remains zero, so $w=0$.

The form of (\ref{main}) can be understood by counting energy. If the absorbed energy $qt$ were spread evenly over a depth $\sqrt{\alpha t}$, the rise would be $qt/(\rho c\sqrt{\alpha t})=q\sqrt{t/(\kappa\rho c)}$. This has the right dependence on every quantity, and the true profile supplies the remaining factor $2/\sqrt\pi$. The total stored heat is
\begin{equation}
\int_0^\infty\rho c\,\theta\,dx
=\rho c\,\frac{4q\alpha t}{\kappa}\int_0^\infty\mathrm{ierfc}(u)\,du
=4qt\left(\frac12-\frac14\right)=qt .
\end{equation}
Here $\tfrac12$ is the integral of $e^{-u^2}/\sqrt\pi$, and $\tfrac14$ is that of $u\,\mathrm{erfc}(u)$, which by parts equals $\pi^{-1/2}\int_0^\infty u^2e^{-u^2}du$. All the absorbed energy is accounted for.

For a numerical case take a model wafer with the round parameters $\kappa=30\ \mathrm{W/(m\,K)}$, $\rho=2500\ \mathrm{kg/m^3}$, $c=800\ \mathrm{J/(kg\,K)}$ and thickness $L=750\ \mathrm{\mu m}$. Then $\alpha=1.5\times10^{-5}\ \mathrm{m^2/s}$ and $\kappa\rho c=6\times10^{7}\ \mathrm{J^2/(m^4K^2s)}$. A flash that delivers $10^8\ \mathrm{W/m^2}$ for $1\ \mathrm{ms}$ heats a depth of order $\sqrt{\alpha t}=122\ \mathrm{\mu m}$, well below the thickness. The surface rise at its end is
\begin{equation}
\theta(0,t)=2\times10^8\,\sqrt{\frac{10^{-3}}{\pi\times6\times10^{7}}}\ \mathrm{K}
=461\ \mathrm{K},
\end{equation}
for an absorbed energy of $10^5\ \mathrm{J/m^2}$, or $10\ \mathrm{J/cm^2}$. As a test, the wafer was divided into 1000 layers, and the energy balances of the layers were solved together without any use of the similarity variable or the error function. The result agrees with the formula to the $0.01\ \mathrm{K}$ shown in the numerical output. That agreement concerns the mathematics of the model; the constant material parameters limit its accuracy for a real wafer far more.

The implanted layer lies very close to the surface on the scale of the heated depth. Integrating Fourier's law from the surface, with $j\simeq q$ for $x\ll\sqrt{\alpha t}$, gives
\begin{equation}
\theta(0,t)-\theta(x,t)=\frac1\kappa\int_0^x j\,dx'\simeq\frac{qx}{\kappa}.
\end{equation}
At a depth of $50\ \mathrm{nm}$ this is $10^8\times50\times10^{-9}/30=0.17\ \mathrm K$. This value holds for light absorbed at the surface itself. If the absorption extends well below the implanted layer, less heat has to cross that layer and the drop is smaller still. The peak itself is then lower, by roughly $q\delta/\kappa$ for exponential absorption with a depth $\delta\ll\sqrt{\alpha t}$: in this flash by $3\ \mathrm K$ for $\delta=1\ \mathrm{\mu m}$ and by $32\ \mathrm K$ for $\delta=10\ \mathrm{\mu m}$. In this model one temperature, that of the surface, serves for the whole implanted layer. The rise falls to half its surface value at $u=0.350$, that is, at $2\times122.5\times0.3497=85.7\ \mathrm{\mu m}$. Most of the wafer stays much cooler than the surface during the flash, and the cold interior is what later cools the surface quickly.

Equation (\ref{main}) can be turned round to choose the lamp setting. To reach a rise $\Delta$ at the end of the pulse, square the equation and solve for the time:
\begin{equation}
t_\Delta=\frac{\pi\kappa\rho c\,\Delta^2}{4q^2},\qquad
q\,t_\Delta=\frac{\pi\kappa\rho c\,\Delta^2}{4q}.
\end{equation}
Doubling the flux shortens the pulse by a factor of four and halves the energy per unit area. In the example the same $461\ \mathrm K$ is reached in $0.25\ \mathrm{ms}$ with $5\times10^4\ \mathrm{J/m^2}$. The saving arises because the heat has had less time to spread, so a shallower region is heated to the same surface temperature. The two anneals are not equivalent for the dopants, however, since the time spent near the peak is shorter too.

To find that time we need the cooling stage. Let the flux be switched off at $t_p$. By linearity, this is the same as leaving $q$ on and adding a flux $-q$ from $t_p$ onwards. For $t>t_p$ the surface rise is then
\begin{equation}
\theta(0,t)=\frac{2q}{\sqrt{\pi\kappa\rho c}}
\left(\sqrt t-\sqrt{t-t_p}\right).
\label{cool}
\end{equation}
Write $s=t/t_p$ and divide by the peak value. During heating the relative rise is $\sqrt s$, which equals one half at $s=\tfrac14$. During cooling the half-way condition is $\sqrt s-\sqrt{s-1}=\tfrac12$. The product of this difference and the sum $\sqrt s+\sqrt{s-1}$ is $s-(s-1)=1$, so the sum must equal 2. Adding the two relations gives $2\sqrt s=\tfrac52$, or $s=\tfrac{25}{16}$. The full width at half maximum is therefore
\begin{equation}
\left(\frac{25}{16}-\frac14\right)t_p=\frac{21}{16}\,t_p .
\end{equation}
For the $1\ \mathrm{ms}$ flash, half the peak rise is passed at $0.25\ \mathrm{ms}$ and again at $1.56\ \mathrm{ms}$, a width of $1.31\ \mathrm{ms}$. This width refers to the rise above the starting temperature. In this flash, started from a wafer temperature of $800$ to $1000\ \mathrm K$, a process with an activation energy of $3\ \mathrm{eV}$ or more responds mainly near the peak and sees a shorter effective time. The slow cooling that follows is not always negligible, because a wafer of finite thickness levels off at $qt_p/(\rho cL)=67\ \mathrm K$ above its starting temperature and then cools only through its faces, over seconds. If both faces radiate with emissivity $0.7$ to cold surroundings, the time after the half-way point on cooling supplies about $2\,\%$ of the integrated rate at $3\ \mathrm{eV}$ for a start at $800\ \mathrm K$, and about a quarter for a start at $1000\ \mathrm K$. At $2\ \mathrm{eV}$ it supplies about half and more than four fifths, respectively.

The later cooling is slow. The same product identity gives $\sqrt s-\sqrt{s-1}=1/(\sqrt s+\sqrt{s-1})$, which tends to $1/(2\sqrt s)$ for $s\gg1$. The surface rise thus decays as $t^{-1/2}$ in the deep solid. At $3\ \mathrm{ms}$ it is still $146\ \mathrm K$. In the layer calculation, which includes the finite thickness, the surface cools as (\ref{cool}) predicts to within 5 parts in $10^4$ at this time.

The argument that led to (\ref{cool}) also covers a lamp pulse of any shape. A flux $q(t')$ acting between $t'$ and $t'+dt'$ is a step up followed by an equal step down. Its effect at time $t$ is $q(t')\,dt'$ times the time derivative of the response $2\sqrt{t/(\pi\kappa\rho c)}$ to a unit step, taken at the delay $t-t'$. Summing the contributions,
\begin{equation}
\theta(0,t)=\frac{1}{\sqrt{\pi\kappa\rho c}}\int_0^t\frac{q(t')}{\sqrt{t-t'}}\,dt' .
\end{equation}
For constant $q$ the integral is $2q\sqrt t$ and (\ref{main}) returns. The weight $1/\sqrt{t-t'}$ shows that the surface temperature depends most strongly on the flux absorbed most recently.

A real wafer has a back face, and the deep-solid formula must fail once heat arrives there. Let the back face at $x=L$ be insulated. The profile (\ref{profile}), continued evenly to negative $x$, is the field of a plane source in an unbounded solid that sends a flux $q$ to each side. Place identical sources at $x=2nL$ for all integers $n$. The arrangement is symmetric about $x=L$, so no heat crosses that plane. It is also symmetric about $x=0$. There the fluxes from the sources at $2nL$ and $-2nL$ cancel, and the source at the origin supplies the required $q$. The sum of the fields therefore solves the slab problem. At the heated surface each pair of sources adds $2\theta(2nL,t)$, for which $u=nL/\sqrt{\alpha t}$, and so
\begin{equation}
\theta_L(0,t)=\frac{2q\sqrt{\alpha t}}{\kappa}
\left[\frac1{\sqrt\pi}+2\sum_{n=1}^\infty
\mathrm{ierfc}\!\left(\frac{nL}{\sqrt{\alpha t}}\right)\right].
\label{slab}
\end{equation}
Every added term is positive, so an insulated back face makes the surface hotter. Because $\mathrm{ierfc}(z)\le e^{-z^2}/\sqrt\pi$, the correction is extremely small at first. For the flash, $z^2=L^2/(\alpha t)=37.5$ in the leading term. The correction reaches $1\,\%$ of the deep-solid rise when $\sqrt{\alpha t}/L=0.565$, which for this wafer means $12\ \mathrm{ms}$. Since (\ref{slab}) divided by (\ref{main}) depends on $\sqrt{\alpha t}/L$ alone, the same criterion, $t\simeq0.32\,L^2/\alpha$, holds for other thicknesses and diffusivities as long as the flux stays on. After a short pulse the back face is felt sooner. For the $1\ \mathrm{ms}$ flash, (\ref{cool}) is $1\,\%$ too low at $7.6\ \mathrm{ms}$, and at $20\ \mathrm{ms}$ the surface has levelled off near $qt_p/(\rho cL)=67\ \mathrm K$, where the deep solid would give $52\ \mathrm K$.

At late times the sum (\ref{slab}) needs many terms, and a direct argument is simpler. After the initial transient the whole slab warms at the common rate $q/(\rho cL)$, with a fixed profile $P(x)$ on top:
\begin{equation}
\theta_L(x,t)=\frac{qt}{\rho cL}+P(x),\qquad
P''=\frac{1}{\alpha}\,\frac{q}{\rho cL}=\frac{q}{\kappa L}.
\end{equation}
The insulated back requires $P'(L)=0$, hence $P'=q(x-L)/(\kappa L)$. This gives $-\kappa P'(0)=q$, as the front face demands. One more integration gives $P=q(x-L)^2/(2\kappa L)+B$. The first term of $\theta_L$ already contains the full absorbed energy $qt$, so the mean of $P$ must vanish. The mean of $(x-L)^2$ over the slab is $L^2/3$, which fixes $B=-qL/(6\kappa)$. At the surface $P(0)=qL/(2\kappa)-qL/(6\kappa)$, and therefore
\begin{equation}
\theta_L(0,t)\simeq\frac{qt}{\rho cL}+\frac{qL}{3\kappa}.
\label{late}
\end{equation}
What has been dropped is a sum of modes $\cos(n\pi x/L)$, which have no flux at either face and decay as $\exp(-n^2\pi^2\alpha t/L^2)$.

A spike anneal belongs to this second regime. Let the same wafer absorb a net $3\times10^5\ \mathrm{W/m^2}$ for $1\ \mathrm s$. The diffusion length is now $3873\ \mathrm{\mu m}$, about five times the thickness, and the dropped modes are negligible. The two terms of (\ref{late}) are
\begin{align}
\frac{qt}{\rho cL}&=\frac{3\times10^5\times1}{2500\times800\times750\times10^{-6}}\ \mathrm K
=200\ \mathrm K,\\
\frac{qL}{3\kappa}&=\frac{3\times10^5\times750\times10^{-6}}{3\times30}\ \mathrm K
=2.5\ \mathrm K .
\end{align}
The surface rise is $202.5\ \mathrm K$, and the image sum (\ref{slab}) gives the same value. The deep-solid formula gives $43.7\ \mathrm K$, too low by a factor of 4.6. It lets the heat spread into several millimetres of material that the wafer does not have. The small second term shows that the spike heats the wafer almost evenly through its thickness. After a spike there is thus no cold interior to quench the surface, and the wafer can cool only by losing heat from its faces.

The remaining assumptions deserve the same scrutiny. In a spike anneal the radiated power changes greatly as the wafer heats, so a constant net flux means that the lamp power is adjusted to make up for the loss; if the lamp power and the absorbed fraction of its light are constant, $q$ falls with time. The back face of a real wafer also radiates. If that loss is included in the net flux, the mean rise in (\ref{late}) is unchanged, but the surface excess is then larger than $qL/(3\kappa)$. With a constant back loss $q_b$ the front takes in $q+q_b$, the condition at the back becomes $P'(L)=-q_b/\kappa$, and the excess grows by $q_bL/(2\kappa)$. In a flash the temperature varies strongly with depth. If $\kappa$ or $c$ changes appreciably over that range, the heat equation is no longer linear. Equation (\ref{main}) with averaged parameters is then an estimate, and the superposition behind (\ref{cool}) and (\ref{slab}) is lost. If the surface melts, part of the absorbed energy goes into latent heat, and the square-root law ends at the melting point.

\section*{Computed values}
\begin{verbatim}
conductivity kappa: 30 W/(m K)
density rho: 2500 kg/m^3
specific heat c: 800 J/(kg K)
diffusivity alpha: 1.500e-05 m^2/s
wafer thickness L: 750 um
FLASH
absorbed flux: 1.00e+08 W/m^2
heating time: 1.00 ms
diffusion length sqrt(alpha t): 122.5 um
kappa rho c: 6.000e+07 J^2/(m^4 K^2 s)
peak surface rise, formula: 460.66 K
peak surface rise, cell balance: 460.66 K
energy per area: 1.000e+05 J/m^2
energy per area, converted: 10.00 J/cm^2
doubled flux, time to same rise: 0.250 ms
doubled flux, energy per area: 5.000e+04 J/m^2
u at half rise: 0.3497 (no unit)
depth of half rise at end of pulse: 85.7 um
implanted layer depth: 50 nm
temperature drop across that layer: 0.167 K
half of peak passed on heating at: 0.2500 ms
half of peak passed on cooling at: 1.5625 ms
full width at half maximum: 1.3125 ms
surface rise at 3.0 ms: 146.4 K
FINITE THICKNESS
time when back face adds 1 percent: 11.99 ms
sqrt(alpha t)/L at that time: 0.565 (no unit)
SPIKE
absorbed flux: 3.00e+05 W/m^2
heating time: 1.00 s
diffusion length: 3873 um
half-space formula: 43.7 K
slab, image sum: 202.5 K
slab, mean rise q t/(rho c L): 200.0 K
slab, surface excess q L/(3 kappa): 2.50 K
slab rise / half-space rise: 4.63 (no unit)
\end{verbatim}
